# Finite-Length Warburg Impedance of an Oxide Film with Fixed Boundary Concentration, part 2

We seek the impedance \(Z=V_1/I_1\) of an oxide film, \(0<x<L\), of area \(A\). Its mobile ionic donors have charge \(+ze\) (\(e>0\)) and rest concentration \(c\); the electron density is \(n=zc\). At \(x=0\) an electrolyte passes ions and blocks electrons; its resistance and that of its interface are not part of \(Z\). At \(x=L\) an electronic contact, also a reservoir of the defect species, holds the concentration fixed: \(c_1(L)=0\).

Subscript 1 marks small oscillating parts, with time factor \(e^{+i\omega t}\). Current is positive when positive charge enters at \(x=0\); voltage is left minus right. We assume local neutrality and \(\sigma_e\gg\sigma_i\), where \(\sigma_e\) and \(\sigma_i\) are the electronic and ionic conductivities.

With \(q=\sqrt{i\omega/D}\), the concentration obeys

\[
i\omega\,c_1=D\,\frac{d^2c_1}{dx^2},\qquad I_1=-zeAD\,\frac{dc_1}{dx}\bigg|_{x=0},\qquad V_1=\frac{\mu'}{ze}\,c_1(0).
\]

Here \(\mu'=w\,kT/c\) is the derivative \(d\mu/dc\) of the chemical potential of one ion with its \(z\) electrons, and \(kT\) is the thermal energy. For nondegenerate electrons \(w=1+z\); otherwise \(w=1+zg\), with \(g=(n/kT)\,d\mu_e/dn\) and \(\mu_e\) the electron chemical potential. The chemical diffusion coefficient \(D\) and that of the ions alone, \(D_i\), satisfy

\[
D=\frac{\sigma_i}{z^2e^2}\,\mu'=wD_i,\qquad \sigma_i=\frac{z^2e^2cD_i}{kT}.
\]

The result is

\[
Z=R\,\frac{\tanh s}{s},\quad s=qL=\sqrt{i\omega\tau},\quad R=\frac{L}{A\sigma_i},\quad \tau=\frac{L^2}{D},
\]

or, with \(b=\sqrt{2\omega\tau}\),

\[
\frac{Z}{R}=\frac{(\sinh b+\sin b)-i(\sinh b-\sin b)}{b(\cosh b+\cos b)} .
\]

For \(\omega\tau\gg1\), with a correction to \(\tanh s\) of magnitude about \(2e^{-b}\),

\[
Z\to\frac{R}{\sqrt{i\omega\tau}}=\frac{R}{\sqrt{2\omega\tau}}\,(1-i).
\]

This is the 45-degree law. The disturbance then penetrates only a distance of order \(\sqrt{D/\omega}\), much less than \(L\), so the far boundary is not felt.

Q: If it is not felt, a high-frequency measurement cannot tell a fixed-concentration boundary from a blocking one.

A: Correct. For a blocking boundary, \(dc_1/dx=0\) at \(x=L\), the solution is \(c_1\propto\cosh[q(L-x)]\). The same division then gives \(Z_{\rm block}=R\coth(s)/s\). Since \(\coth s\to1\) as well, the high-frequency law is the same. The difference appears at low frequency.

Q: Then take that limit, with the coefficients derived.

A: Put \(\tanh s=s+\alpha s^3+\beta s^5+\dots\) and require that its product with \(\cosh s=1+s^2/2+s^4/24+\dots\) equal \(\sinh s=s+s^3/6+s^5/120+\dots\). The third and fifth powers give

\[
\alpha+\frac12=\frac16\ \Rightarrow\ \alpha=-\frac13,\qquad
\beta+\frac{\alpha}{2}+\frac1{24}=\frac1{120}\ \Rightarrow\ \beta=\frac{2}{15}.
\]

With \(s^2=i\omega\tau\) and \(s^4=-(\omega\tau)^2\),

\[
Z=R\left[1-\frac{i\omega\tau}{3}-\frac{2(\omega\tau)^2}{15}+\dots\right],\qquad \omega\tau\ll1 .
\]

The limit is the finite resistance \(R\), because ions can leave through the reservoir. The blocking film behaves differently: \(\coth(s)/s=1/s^2+1/3+\dots\), so \(Z_{\rm block}\approx R/(i\omega\tau)+R/3\), which diverges like a capacitor.

Q: The term \(-i\omega\tau/3\) looks like a capacitor too. What does it store, and why the factor one third?

A: A resistor \(R\) in parallel with a capacitor \(C\) has

\[
\frac{R}{1+i\omega RC}=R\left[1-i\omega RC-(\omega RC)^2+\dots\right].
\]

Matching the first order gives \(C=\tau/(3R)\). The second order does not match, since it would be \(-1/9\) instead of \(-2/15\). The equivalent circuit is therefore a first-order statement.

For comparison, fill the film uniformly by \(c_1\). The charge is \(zeALc_1\) and the voltage \(\mu'c_1/(ze)\), so the chemical capacitance is

\[
C_{\rm chem}=\frac{z^2e^2AL}{\mu'}=\frac{A\sigma_iL}{D}=\frac{\tau}{R},
\]

where \(D=\sigma_i\mu'/(z^2e^2)\) was used. The low-frequency capacitor is one third of this. To see why, multiply \(i\omega c_1=Dc_1''\) by \(1-x/L\) and integrate by parts:

\[
i\omega\int_0^L\left(1-\frac xL\right)c_1\,dx=-Dc_1'(0)+\frac DL\int_0^Lc_1'\,dx=-Dc_1'(0)-\frac{D\,c_1(0)}{L}.
\]

Multiply by \(zeA\) and use \(I_1=-zeADc_1'(0)\). The last term becomes \(-zeADc_1(0)/L=-V_1/R\), so

\[
I_1=\frac{V_1}{R}+i\omega\,zeA\int_0^L\left(1-\frac xL\right)c_1\,dx .
\]

At low frequency the profile is nearly the steady one, \(c_1=c_1(0)(1-x/L)\). One factor \(1-x/L\) is this profile. The other is the share of the stored charge that the left side supplies, the rest coming from the reservoir side. The integral of their product is \(L/3\).

Q: Give me numbers for a recognisable material.

A: Take reduced strontium titanate, an oxide studied for resistive memory, with doubly charged oxygen vacancies. The material values are rough: \(c=10^{19}\ \mathrm{cm^{-3}}\), \(D_i=10^{-10}\ \mathrm{cm^2/s}\) at 423 K, relative permittivity 200 and electron mobility \(2\ \mathrm{cm^2/Vs}\). The film is 200 nm thick and 100 µm square. With \(kT/e=0.03645\) V,

\[
\sigma_i=\frac{4(1.602\times10^{-19})(10^{19})(10^{-10})}{0.03645}=1.76\times10^{-8}\ \mathrm{S/cm}.
\]

The area is \(10^{-4}\ \mathrm{cm^2}\), so

\[
R=\frac{2\times10^{-5}}{10^{-4}\times1.758\times10^{-8}}\ \Omega=11.4\ \mathrm{M\Omega}.
\]

With \(w=3\), \(D=3\times10^{-10}\ \mathrm{cm^2/s}\) and

\[
\tau=\frac{(2\times10^{-5})^2}{3\times10^{-10}}\ \mathrm s=1.33\ \mathrm s .
\]

The chemical capacitance is \(\tau/R=117\) nF, and the low-frequency capacitor is 39 nF. The electronic conductivity is 6.4 S/cm, larger than \(\sigma_i\) by \(3.65\times10^8\), so the fast-electron condition holds by a wide margin.

Q: Where do the limits apply on the frequency axis?

A: At low frequency the deviation from \(R\) is about \(\omega\tau/3\). It is 1% of \(R\) at \(\omega\tau=0.03\), or 3.6 mHz. At high frequency, \(2e^{-b}=0.01\) gives \(\omega\tau=(\ln200)^2/2=14.0\), or 1.7 Hz. Between them \(-\mathrm{Im}\,Z\) has its maximum of \(0.417R\), about 4.7 MΩ, at \(\omega\tau=2.54\), or 0.30 Hz.

At 10 Hz the high-frequency law gives \(R/\sqrt{2\tau}=6.97\ \mathrm{M\Omega\,s^{-1/2}}\) divided by \(\sqrt{2\pi\times10}=7.93\ \mathrm{s^{-1/2}}\). Both parts are thus 0.88 MΩ in magnitude, as the full formula also gives.

Q: At 1 Hz the numerical output shows a phase of \(-46.6^\circ\). How can the phase pass \(-45^\circ\) before settling there?

A: The ratio of the two parts is

\[
\frac{-\mathrm{Im}\,Z}{\mathrm{Re}\,Z}=\frac{\sinh b-\sin b}{\sinh b+\sin b}.
\]

It exceeds 1 when \(\sin b<0\), which first happens for \(\pi<b<2\pi\). At 1 Hz, \(\omega\tau=8.38\) and \(b=4.09\). Then \(\sinh b=29.96\) and \(\sin b=-0.81\), so the ratio is \(30.77/29.15=1.056\), a phase of \(-46.6^\circ\). The phase first crosses \(-45^\circ\) at \(b=\pi\). It then oscillates about that value with an amplitude that decays as \(e^{-b}\). The disturbance reaching the fixed boundary and returning is weak but not yet zero.

Q: Strontium titanate has a large permittivity. Are you sure that local neutrality survives?

A: Only up to a limited frequency. Neutrality fails over the screening length, which for nondegenerate electrons is

\[
\lambda=\sqrt{\frac{\varepsilon kT}{e^2(z^2c+n)}}=2.6\ \mathrm{nm},
\]

with \(\varepsilon\) the permittivity. The diffusion depth \(\sqrt{D/\omega}\) must be much larger. It is 22 nm at 10 Hz but only 6.9 nm at 100 Hz.

To size the error, the linearized ion and electron equations were solved numerically with the Poisson equation and displacement current. The electrolyte was taken to screen perfectly, so that its potential is flat up to the interface. The resulting shift of \(Z\), relative to the magnitude of the ideal formula, is:

| Frequency | Shift of \(Z\) |
|---|---|
| 0.1 Hz | 0.6% |
| 1 Hz | 2.2% |
| 10 Hz | 9% |
| 100 Hz | 39% |

As a test of the cause, the permittivity was lowered a hundredfold with all else fixed, which shortens \(\lambda\) tenfold. At \(\omega\tau=2.5\) the shift fell from 1.28% to 0.12%, close to proportional to \(\lambda\).

For this film and this interface, then, the 45-degree law is within 1% of the ideal formula above 1.7 Hz, but the ideal formula is itself 9% off at 10 Hz. If an error of 9% is accepted at both ends, the law is usable from about 0.5 Hz to just under 10 Hz, or about 1.3 decades. The upper end depends strongly on the electrical condition at the electrolyte. If the field is instead taken to vanish at the film surface, the shift at 10 Hz is only 1.2%. All these figures assume that the film at rest is uniform up to both faces. A real surface or contact can carry a space-charge layer already at rest. A built-in potential \(\Delta\phi\) of a few \(kT/e\) changes the vacancy concentration there by the factor \(e^{-ze\Delta\phi/kT}\), and such a layer adds a resistance and a capacitance of its own that are not included here.

Q: And the fixed concentration? No reservoir exchanges ions infinitely fast.

A: Let the outward flux at \(x=L\) be \(k\,c_1(L)\), where \(k\) is an exchange velocity. Both hyperbolic functions are now needed:

\[
c_1=B\sinh[q(L-x)]+F\cosh[q(L-x)].
\]

At \(x=L\), \(-Dc_1'=DqB\) must equal \(kF\), so \(F/B=Dq/k=s/\Lambda\) with \(\Lambda=kL/D\). The prefactors are unchanged, so \(Z/R=c_1(0)/[-Lc_1'(0)]\), which gives

\[
\frac ZR=\frac{\sinh s+(s/\Lambda)\cosh s}{s\,[\cosh s+(s/\Lambda)\sinh s]}
=\frac{\tanh s+s/\Lambda}{s\,[1+(s/\Lambda)\tanh s]} .
\]

For \(\Lambda\to\infty\) this is the fixed-concentration result, and for \(\Lambda\to0\) it is the blocking one. As \(s\to0\) at fixed \(\Lambda\), it tends to \(1+1/\Lambda\). A dc error below 1% of \(R\) thus needs \(\Lambda>100\). Here \(D/L=1.5\times10^{-5}\) cm/s, so \(k\) must exceed \(1.5\times10^{-3}\) cm/s. At \(k=D/L\) the dc resistance has doubled.

Q: How small must the signal be?

A: With \(D_i\) and \(w\) constant, \(V=(w\,kT/ze)\ln[c(0,t)/c]\). A sinusoidal voltage of amplitude \(V_m\) therefore drives

\[
c(0,t)=c\,e^{u\sin\omega t},\qquad u=\frac{zeV_m}{w\,kT}.
\]

The film still obeys a linear diffusion equation, so the distortion enters through this exponential. Its expansion contains \(u^2\sin^2\omega t/2\), with second harmonic \(u^2/4\), and \(u^3\sin^3\omega t/6\), which adds \(u^3/8\) to the fundamental \(u\). For 5 mV, \(u=2\times5/(3\times36.45)=0.091\). The fundamental current grows by \(u^2/8\), about 0.1%, and the surface concentration has a second harmonic of \(u/4\), about 2.3% of its fundamental.

Q: Which other neglected effects could move the numbers?

A: Degeneracy is minor. For a parabolic band with a rough density-of-states mass of five electron masses, \(g=1.015\). This raises \(D\) by 1% and leaves \(R\) unchanged; a mass of 1.5 electron masses would raise \(D\) by 6%. At 5 mV the mean field is of order \(V_m/L=2.5\times10^{-4}\) MV/cm. In the screening layer next to a perfectly screening electrolyte it is about thirty times larger. Even there it changes the energy of a 0.28 nm ionic hop by far less than \(kT\).

Temperature matters much more. With a rough activation energy of 0.6 eV, warming by 10 K multiplies \(D_i\) by 1.46 and divides \(\tau\) by the same factor. The electrolyte matters too: a 50 nm layer with a conductivity of \(4.4\times10^{-7}\) S/cm already adds 1% of \(R\) in series. A less conducting layer adds more, and its contribution has to be separated before the data are compared with \(Z\).

Q: Does this describe an actual memory cell?

A: It describes a test stack with an ion-conducting electrolyte on one side. A memory cell with metal on both sides breaks the condition at \(x=0\). If its contacts passed electrons freely, the current could cross this film electronically through a bulk resistance of only \(R\sigma_i/\sigma_e\approx0.03\ \Omega\), which would bypass the 11.4 MΩ ionic response.

The thickness and vacancy concentration are plausible for such films. The value of \(D_i\) is the least certain input. With the other inputs fixed, \(R\) and \(\tau\) both vary as \(1/D_i\), so a tenfold error in \(D_i\) is a tenfold error in each. Switching also uses fields far above the one assumed here, and it may proceed through a filament instead of a uniform film.

Even in the test stack, I would doubt the fast reservoir first, because oxygen exchange is thermally activated and 423 K is a low temperature for it. I have no reliable value of \(k\) to quote. If \(k\) were \(1.5\times10^{-6}\) cm/s, then \(\Lambda=0.1\) and the dc resistance would be \(11R\), about 125 MΩ. A low-frequency plateau should therefore be identified with \(L/(A\sigma_i)\) only after \(kL/D\gg1\) has been established, for example by varying the thickness. At fixed \(D\), \(k\) and \(\sigma_i\), the plateau is

\[
R\left(1+\frac1\Lambda\right)=\frac{1}{A\sigma_i}\left(L+\frac Dk\right),
\]

so a plot against \(L\) is a straight line whose intercept measures the exchange resistance. Any electrolyte or interface resistance left in the data would add to the same intercept.

## Table of computed values

```
Film thickness: 200 nm; side of square: 100 um
Temperature: 423 K; kT = 36.45 meV
Vacancy concentration: 1.0e+19 cm^-3; charge number 2
Electron density: 2.0e+19 cm^-3
Vacancy diffusion coefficient D_i: 1.0e-10 cm^2/s
Relative permittivity: 200; mobility: 2.0 cm^2/Vs
Density-of-states mass: 5 electron masses
Factor w: 3; chemical diffusion coefficient D: 3.0e-10 cm^2/s
Ionic conductivity: 1.758e-08 S/cm
Electronic conductivity: 6.41 S/cm
Conductivity ratio electronic/ionic: 3.65e+08
Diffusion time tau: 1.333 s
DC resistance R: 11.38 Mohm = 1138 ohm cm^2
Chemical capacitance tau/R: 117.2 nF
Low-frequency parallel capacitance tau/(3R): 39.1 nF
Warburg coefficient R/sqrt(2 tau): 6.97 Mohm s^-1/2
Computed low-frequency coefficients: 0.3333, 0.1333
Peak of -Im Z: omega tau = 2.541, height 0.4172 R
Peak frequency: 0.303 Hz
Z within 1% of R below omega tau = 0.03: 3.58 mHz
Z within 1% of 45-degree law above omega tau = 14.0: 1.68 Hz
f (Hz), omega tau, Re Z (Mohm), -Im Z (Mohm), phase (deg), full-model shift (%)
   0.01    0.0838   11.3649    0.3173    -1.60    0.060
   0.10    0.8378   10.4209    2.8530   -15.31    0.568
   1.00    8.3776    2.7554    2.9093   -46.56    2.167
  10.00   83.7758    0.8788    0.8788   -45.00    8.845
 100.00  837.7580    0.2779    0.2779   -45.00   38.601
Screening length: 2.59 nm
Shift at omega tau = 2.5: 1.282 %; with 10 times shorter screening length: 0.1180 %
Electron density / effective density of states: 0.0426
Degeneracy factor g: 1.0150; change of D: 1.00 %
Drive amplitude: 5 mV; reduced amplitude u: 0.0914
Growth of fundamental current: 0.105 %
Second harmonic of surface concentration / fundamental: 2.29 %
Mean field V/L: 2.50e-04 MV/cm
Hop energy ratio z e E a/(2kT), a = 0.28 nm: 1.9e-04
D_i factor for 10 K warming at 0.6 eV: 1.462
Exchange velocity D/L that doubles dc resistance: 1.50e-05 cm/s
Exchange velocity for 1% dc error: 1.50e-03 cm/s
Electrolyte conductivity at which 50 nm adds 1% of R: 4.40e-07 S/cm
```
